# Current power law for breaking a surface bond by vibrational ladder climbing: verification in Python

```python
# Result under test: a bond that breaks on first reaching vibrational rung N,
# climbed one quantum at a time, has mean breaking time
#     T = (1/gamma) * sum_{m=1..N} (r^m - 1)/m,   r = 1 + 1/x,   x = s/gamma + n_B,
# so that 1/T -> N*gamma*(s/gamma)^N for n_B << s/gamma << 1/N.
# s = f*I/e : current-driven 0->1 rate (f yield per electron, I current)
# gamma     : damping rate of the first rung; n_B : thermal occupation
# Inside the functions rates are in units of gamma; "drive" means s/gamma.
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

mp.mp.dps = 100


def generator(rate, n_bound, top):
    """Loss matrix on rungs 0..n_bound-1; rungs n_bound..top are broken."""
    matrix = mp.zeros(n_bound)
    for i in range(n_bound):
        for j in range(top + 1):
            if j != i:
                w = rate(i, j)
                matrix[i, i] += w
                if j < n_bound:
                    matrix[i, j] -= w
    return matrix


def mean_time(rate, n_bound, top):
    ones = mp.matrix([1] * n_bound)
    return mp.lu_solve(generator(rate, n_bound, top), ones)[0]


def harmonic_rate(drive, occupation=0, overtone=0, down_ratio=1):
    s, occ1 = mp.mpf(drive), mp.mpf(occupation)
    occ2 = occ1**2 / (1 + 2 * occ1)      # occupation at twice the quantum

    def rate(i, j):
        low, step = min(i, j), abs(i - j)
        if step == 1:
            weight, occ = mp.mpf(low + 1), occ1
        elif step == 2:
            weight, occ = mp.mpf(overtone) * (low + 1) * (low + 2) / 2, occ2
        else:
            return mp.mpf(0)
        if j > i:
            return weight * (s + occ)
        return weight * (down_ratio * s + occ + 1)
    return rate


def ladder_time(n, drive, occupation=0, **options):
    return mean_time(harmonic_rate(drive, occupation, **options), n, n + 1)


def log_slope(time_of_drive, drive):
    """Local exponent d ln(1/T) / d ln(drive) by central difference."""
    h = mp.mpf('1e-8')
    d = mp.mpf(drive)
    low, high = time_of_drive(d * mp.exp(-h)), time_of_drive(d * mp.exp(h))
    return float(mp.log(low / high) / (2 * h))


def closed_time(n, drive, occupation=0):
    r = 1 + 1 / (drive + occupation)
    return sum((r**m - 1) / m for m in range(1, n + 1))


def closed_exponent(n, drive, occupation=0):
    x = drive + occupation
    r = 1 + 1 / x
    return drive / x * (r**n - 1) / closed_time(n, drive, occupation)


def grid_states(potential, start, stop, step):
    """Eigenstates of -d2/dx2 + potential on a sinc grid."""
    x = np.arange(start, stop, step)
    k = np.arange(len(x))
    diff = k[:, None] - k[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**diff / safe**2)
    energy, states = np.linalg.eigh(kinetic / step**2 + np.diag(potential(x)))
    return x, energy, states


# ---- oscillator matrix elements give the factor n+1 and forbid other jumps
grid, levels, states = grid_states(lambda y: y**2, -10.0, 10.0, 0.1)
q2 = (states[:, :13].T @ (grid[:, None] * states[:, :13]))**2
for n in range(12):
    assert abs(q2[n, n + 1] / q2[0, 1] - (n + 1)) < 1e-7
assert max(q2[n, n + 2] for n in range(11)) < 1e-12

# ---- closed mean time and closed exponent against the explicit linear system
for n, drive, occ in [(1, 0.3, 0.0), (2, 0.05, 0.01), (5, 0.4, 0.2),
                      (12, 0.1, 1e-4), (12, 3.0, 0.0)]:
    solved = ladder_time(n, drive, occ)
    assert abs(closed_time(n, drive, occ) / float(solved) - 1) < 1e-10
    slope = log_slope(lambda d: ladder_time(n, d, occ), drive)
    assert abs(slope - closed_exponent(n, drive, occ)) < 1e-8

# ---- mean time from the time-dependent survival probability
loss = np.array(generator(harmonic_rate(0.3), 4, 5).tolist(), dtype=float)
t_mean = closed_time(4, 0.3)
area = quad(lambda t: expm(-loss * t)[0].sum(), 0, 30 * t_mean,
            epsabs=1e-7, epsrel=1e-9, limit=200)[0]
assert abs(area / t_mean - 1) < 1e-6

# ---- weak-driving law with its first corrections, and the strong limit,
#      where the solved rate must approach drive/n
for n in (2, 5, 12):
    x = mp.mpf('1e-6')
    ratio = 1 / (ladder_time(n, x) * n * x**n)
    assert abs((ratio - 1) / x / (-(n + n / (n - 1))) - 1) < 1e-4
    slope = log_slope(lambda d: ladder_time(n, d), x)
    assert abs((n - slope) / float(x) / (n**2 / (n - 1)) - 1) < 1e-3
    strong = mp.mpf(10)**6
    solved_rate = 1 / ladder_time(n, strong)
    assert abs(float(solved_rate / (strong / n)) - 1) < 1e-4
    assert abs(log_slope(lambda d: ladder_time(n, d), strong) - 1) < 1e-4


# ---- decay eigenvalues: their inverses sum to T, and the lag is harmonic
def decay_eigenvalues(n, drive, occupation=0):
    a = generator(harmonic_rate(drive, occupation), n, n + 1)
    sym = mp.zeros(n)
    for i in range(n):
        sym[i, i] = a[i, i]
        if i + 1 < n:
            sym[i, i + 1] = sym[i + 1, i] = -mp.sqrt(a[i, i + 1] * a[i + 1, i])
    return sorted(mp.eigsy(sym, eigvals_only=True))


weak = mp.mpf('1e-5')
eigs = decay_eigenvalues(6, weak)
t_weak = ladder_time(6, weak)
assert abs(sum(1 / v for v in eigs) / t_weak - 1) < mp.mpf('1e-30')
assert abs(float(t_weak - 1 / eigs[0]) / sum(1 / k for k in range(1, 6)) - 1) < 1e-3
assert all(abs(float(eigs[k]) - k) < 1e-3 for k in range(1, 6))

# ---- arbitrary single-step ladder: rate is a product ratio, exponent counts
#      the current-driven steps; one current-independent step removes one power
rng = np.random.default_rng(4)
up_w, down_w, induced_w = rng.uniform(0.5, 3.0, (3, 7))


def random_ladder_time(drive, thermal_step=None):
    def rate(i, j):
        if j == i + 1:
            return mp.mpf(up_w[i]) * (mp.mpf('0.2') if i == thermal_step else drive)
        if j == i - 1:
            return mp.mpf(down_w[i]) + mp.mpf(induced_w[i]) * drive
        return mp.mpf(0)
    return mean_time(rate, 7, 7)


small = mp.mpf('1e-7')
product = np.prod(up_w) / np.prod(down_w[1:])
assert abs(float(1 / (random_ladder_time(small) * small**7)) / product - 1) < 1e-4
assert abs(log_slope(random_ladder_time, small) - 7) < 1e-4
for k in (0, 3, 6):
    assert abs(log_slope(lambda d: random_ladder_time(d, k), small) - 6) < 1e-4

# ---- worked example: rough values for H on Si(100) under a tunnelling tip
quantum_eV, barrier_eV, bias_V = 0.26, 3.1, 2.5
lifetime_ns, yield_f, temperature = 10.0, 1e-3, 300.0
gamma = 1e9 / lifetime_ns
kT_eV = const.k * temperature / const.e
n_B = 1 / math.expm1(quantum_eV / kT_eV)
N = math.ceil(barrier_eV / quantum_eV)


def drive_of(current_nA):
    return yield_f * current_nA * 1e-9 / const.e / gamma


def rate_of(current_nA):
    return gamma / closed_time(N, drive_of(current_nA), n_B)


# thermal floor and largest exponent at finite temperature
floor_rate = float(1 / ladder_time(N, 0, n_B))
arrhenius = N * math.exp(-N * quantum_eV / kT_eV)
assert abs(floor_rate / arrhenius - 1) < 1e-3
assert log_slope(lambda d: ladder_time(N, d, n_B), 1e-3 * n_B) < 0.05


def largest_exponent(occ):
    found = minimize_scalar(lambda u: -closed_exponent(N, math.exp(u), occ),
                            bounds=(math.log(occ), 0.0), method='bounded',
                            options={'xatol': 1e-8})
    return -found.fun, math.exp(found.x)


def deficit_formula(occ):
    return 2 * N * math.sqrt(occ * N / (N - 1))


alpha_max, drive_max = largest_exponent(n_B)
assert abs((N - alpha_max) / deficit_formula(n_B) - 1) < 0.05
occ_cold = n_B / 100
assert abs((N - largest_exponent(occ_cold)[0]) / deficit_formula(occ_cold) - 1) < 0.005

# ---- Morse bond with the same first quantum and the same breaking energy
ratio = barrier_eV / quantum_eV
k_morse = ratio + math.sqrt(ratio**2 - ratio)
chi_eV = barrier_eV / k_morse**2
lam = k_morse + 0.5
grid, levels, states = grid_states(lambda y: lam**2 * (1 - np.exp(-y))**2,
                                   -1.3, 42.0, 0.05)
n_levels = math.floor(k_morse) + 1
for n in range(n_levels):
    assert abs(levels[n] - (lam**2 - (k_morse - n)**2)) < 1e-3
bound = states[:, :n_levels]
morse_w = (bound.T @ (grid[:, None] * bound))**2
morse_w = morse_w / morse_w[0, 1]
overtone = float(morse_w[0, 2])
level_eV = chi_eV * levels[:n_levels]

# two-quantum jumps halve the exponent at the lowest currents
for n in (5, 12):
    slope = log_slope(lambda d: ladder_time(n, d, 0, overtone=overtone), 1e-8)
    assert abs(slope - math.ceil(n / 2)) < 1e-3


def morse_time(drive, all_jumps):
    def rate(i, j):
        if abs(i - j) > 1 and not all_jumps:
            return mp.mpf(0)
        gap = float(abs(level_eV[i] - level_eV[j]))
        occ = 1 / math.expm1(gap / kT_eV)
        room = max(0.0, bias_V - gap) if j > i else bias_V + gap
        electron = drive * room / (bias_V - quantum_eV)
        return mp.mpf(float(morse_w[i, j])) * (electron + occ + (0 if j > i else 1))
    return mean_time(rate, n_levels - 1, n_levels - 1)


# ---- printed numbers
print(f"quantum {quantum_eV} eV, breaking energy {barrier_eV} eV, bias {bias_V} V")
print(f"lifetime {lifetime_ns} ns, yield f {yield_f:.1e}, temperature {temperature} K")
print(f"rungs to climb N = {N}")
print(f"damping rate gamma = {gamma:.3e} 1/s")
print(f"thermal occupation n_B = {n_B:.3e}")
print("current nA | s/gamma | exact rate 1/s | power law 1/s | local exponent")
for current in (0.1, 1.0, 2.0, 3.0, 5.0):
    d = drive_of(current)
    print(f"{current:4.1f} | {d:.5f} | {rate_of(current):.3e} | "
          f"{N * gamma * d**N:.3e} | {closed_exponent(N, d, n_B):.3f}")
apparent = math.log(rate_of(5.0) / rate_of(2.0)) / math.log(2.5)
print(f"apparent exponent between 2 and 5 nA = {apparent:.2f}")

work_nA = 3.0
d_work = drive_of(work_nA)
r_work = 1 + 1 / (d_work + n_B)
t_work = closed_time(N, d_work, n_B)
print(f"at {work_nA} nA: s = {d_work * gamma:.3e} 1/s, r = {r_work:.4f}")
print(f"at {work_nA} nA: sum = {t_work:.4e}, last term = {(r_work**N - 1) / N:.4e}")
print(f"at {work_nA} nA: mean breaking time = {t_work / gamma:.3f} s")
per_life = work_nA * 1e-9 / const.e / gamma
print(f"at {work_nA} nA: electrons per vibrational lifetime = {per_life:.1f}")
eigs = decay_eigenvalues(N, d_work, n_B)
lag = float(ladder_time(N, d_work, n_B) - 1 / eigs[0])
print(f"at {work_nA} nA: lag T - 1/lambda_1 = {lag * lifetime_ns:.1f} ns")
h_sum = sum(1 / k for k in range(1, N))
print(f"weak-driving lag H_(N-1)/gamma = {h_sum * lifetime_ns:.1f} ns")
print(f"rate ratio 3 nA to 1.5 nA = {rate_of(3.0) / rate_of(1.5):.0f}")
print(f"pure power law ratio 2^N = {2**N}")


def exponent_gap(current):
    return closed_exponent(N, drive_of(current), n_B) - (N - 1)


best_nA = drive_max / drive_of(1.0)
low_nA = brentq(exponent_gap, 1e-4, best_nA)
high_nA = brentq(exponent_gap, best_nA, 50.0)
print(f"exponent above N-1 from {low_nA:.4f} nA to {high_nA:.3f} nA")
print(f"rate at upper end of that window = {rate_of(high_nA):.2e} 1/s")
print(f"largest exponent = {alpha_max:.3f} at {best_nA:.3f} nA")
print(f"estimate of largest exponent = {N - deficit_formula(n_B):.3f}")
print(f"thermal rate without current = {floor_rate * gamma:.2e} 1/s")

print(f"Morse: bound levels = {n_levels}, chi = {chi_eV * 1e3:.2f} meV")
print(f"Morse: last gap = {(level_eV[-1] - level_eV[-2]) * 1e3:.2f} meV, "
      f"kT = {kT_eV * 1e3:.2f} meV")
print(f"Morse: strength of 0->2 relative to 0->1 = {overtone:.5f}")
down_ratio = (bias_V + quantum_eV) / (bias_V - quantum_eV)
print(f"electron-driven down/up ratio at this bias = {down_ratio:.3f}")
cases = [
    ("harmonic model", lambda d: ladder_time(N, d, n_B)),
    ("unequal down/up", lambda d: ladder_time(N, d, n_B, down_ratio=down_ratio)),
    ("two-quantum jumps", lambda d: ladder_time(N, d, n_B, overtone=overtone)),
    ("one rung fewer", lambda d: ladder_time(N - 1, d, n_B)),
    ("Morse, single jumps", lambda d: morse_time(d, False)),
    ("Morse, all jumps", lambda d: morse_time(d, True)),
]
print(f"neglected effects at {work_nA} nA: rate 1/s | local exponent")
for name, time_function in cases:
    value = gamma / float(time_function(mp.mpf(d_work)))
    print(f"{name}: {value:.3e} | {log_slope(time_function, d_work):.2f}")
low_slope = log_slope(lambda d: ladder_time(N, d, 0, overtone=overtone), 1e-8)
print(f"two-quantum jumps, cold, s/gamma = 1e-8: exponent = {low_slope:.3f}")
print("done: every assertion held")
```

It prints:

```
quantum 0.26 eV, breaking energy 3.1 eV, bias 2.5 V
lifetime 10.0 ns, yield f 1.0e-03, temperature 300.0 K
rungs to climb N = 12
damping rate gamma = 1.000e+08 1/s
thermal occupation n_B = 4.288e-05
current nA | s/gamma | exact rate 1/s | power law 1/s | local exponent
 0.1 | 0.00624 | 4.195e-18 | 4.194e-18 | 11.837
 1.0 | 0.06242 | 1.913e-06 | 4.194e-06 | 11.222
 2.0 | 0.12483 | 3.693e-03 | 1.718e-02 | 10.541
 3.0 | 0.18725 | 2.358e-01 | 2.229e+00 | 9.929
 5.0 | 0.31208 | 2.913e+01 | 1.024e+03 | 8.875
apparent exponent between 2 and 5 nA = 9.79
at 3.0 nA: s = 1.872e+07 1/s, r = 6.3394
at 3.0 nA: sum = 4.2418e+08, last term = 3.5105e+08
at 3.0 nA: mean breaking time = 4.242 s
at 3.0 nA: electrons per vibrational lifetime = 187.2
at 3.0 nA: lag T - 1/lambda_1 = 28.1 ns
weak-driving lag H_(N-1)/gamma = 30.2 ns
rate ratio 3 nA to 1.5 nA = 1392
pure power law ratio 2^N = 4096
exponent above N-1 from 0.0076 nA to 1.315 nA
rate at upper end of that window = 4.02e-05 1/s
largest exponent = 11.837 at 0.100 nA
estimate of largest exponent = 11.836
thermal rate without current = 4.63e-44 1/s
Morse: bound levels = 24, chi = 5.69 meV
Morse: last gap = 9.51 meV, kT = 25.85 meV
Morse: strength of 0->2 relative to 0->1 = 0.01093
electron-driven down/up ratio at this bias = 1.232
neglected effects at 3.0 nA: rate 1/s | local exponent
harmonic model: 2.358e-01 | 9.93
unequal down/up: 1.610e-01 | 9.63
two-quantum jumps: 1.392e+00 | 8.75
one rung fewer: 1.367e+00 | 9.08
Morse, single jumps: 2.960e-07 | 14.81
Morse, all jumps: 1.157e-03 | 9.17
two-quantum jumps, cold, s/gamma = 1e-8: exponent = 6.000
done: every assertion held
```
